Thermal noise of a long-channel transistor from zero bias to saturation

**Problem**

An n-channel MOSFET has channel width W, length L and constant electron mobility μ. The source is at x = 0 and the drain at x = L. The channel potential V(x), measured from the source, rises from 0 to the drain voltage VDS. In strong inversion the magnitude of the mobile charge per unit area is taken as

Q(V) = Cox (Vov − mV),

where Cox is the oxide capacitance per area, Vov the gate overdrive and m the body factor, which accounts for the growth of the depletion charge with V. Current is counted positive into the drain and is carried by drift. The channel is long enough for the gradual-channel approximation.

All terminals are held at fixed voltages. Write the one-sided spectrum of the drain-current thermal noise at low frequency as

S = 4kTγg₀,

where g₀ is the channel conductance at zero drain bias. Find γ as a function of drain bias up to the onset of saturation, where Q at the drain vanishes. Evaluate the noise for a silicon device with a 10 µm channel.

**A tempting solution**

The local current law is

I = WμQ(V) dV/dx.

The current is the same at every x, so integration over the channel gives

IL = WμCox ∫₀^VDS (Vov − mV) dV = WμCox (Vov VDS − mVDS²/2).

At small VDS the second term is negligible, and therefore

g₀ = WμCoxVov/L = WμQs/L,

with Qs = CoxVov the charge at the source. It is convenient to use the ratio of drain charge to source charge,

u = Qd/Qs = 1 − mVDS/Vov.

It runs from 1 at zero bias to 0 at saturation. Since mVDS/Vov = 1 − u, the current becomes

I = g₀VDS [1 − (1 − u)/2] = g₀VDS (1 + u)/2.

Now cut the channel into slices. A slice of length dx has resistance dR = dx/(WμQ), and its open-circuit voltage noise is 4kT dR. The slices are in series and their noises are independent, so the voltage spectra add to 4kTR. With the ends held at fixed voltage, the current noise is this spectrum divided by R²:

S = 4kT/R.

The total resistance follows from dx/(WμQ) = dV/I:

R = ∫₀^VDS dV/I = VDS/I.

Hence

γ = I/(g₀VDS) = (1 + u)/2. (wrong for u < 1)

This equals 1 at zero bias, as Nyquist's theorem requires, and 1/2 at saturation.

**Where it fails**

The local noise sources are acceptable. The fault is in carrying their effect to the terminals through fixed resistors. The resistance of a slice depends on its potential, because Q depends on V. When one slice injects a noise current, the potential shifts along the whole channel. The charge shifts with it, and the bias field acting on that extra charge produces a further current of first order in the noise. The series-resistor argument drops this current.

The same omission can be exposed without any noise. A chain of fixed resistors would have small-signal drain conductance I/VDS = g₀(1 + u)/2. Differentiating the actual current gives

dI/dVDS = g₀(1 − mVDS/Vov) = g₀u.

At saturation the fixed chain predicts g₀/2, while the transistor in this model has zero output conductance. A network that gives the wrong response to a small drain voltage cannot be trusted with small internal sources.

Nor can one insert g₀u into Nyquist's formula for the whole device. That would give no noise at saturation. The theorem applies to a device in equilibrium, and a channel carrying a steady current is not in equilibrium as a whole. What is assumed here is weaker: in each short slice the carriers remain close to thermal equilibrium at the lattice temperature T.

**The right solution**

*The local source.* Let i(x,t) be the random current added to the drift current at x. Different places are uncorrelated, so the cross-spectrum has the form

S_i(x,x′) = A(x) δ(x − x′).

To find A, take a slice of length Δx with its end potentials held fixed. Its noise current is the average of i over the slice, whose spectrum is

(1/Δx²) · AΔx = A/Δx.

Nyquist's theorem for the slice gives 4kT times its conductance WμQ/Δx. Equating the two,

A(x) = 4kTWμQ(x).

*The response.* Let the potential be V + δV and the current I + δI. The local law is now

I + δI = WμQ(V + δV) d(V + δV)/dx + i.

Expand to first order, with Q(V + δV) = Q + (dQ/dV)δV, and subtract the steady equation:

δI = Wμ[(dQ/dV)(dV/dx)δV + Q d(δV)/dx] + i.

The first term in the bracket is the one missing from the tempting solution. Since (dQ/dV)(dV/dx) = dQ/dx, the bracket is the derivative of a product:

δI = Wμ d(QδV)/dx + i.

At frequencies far below the inverse transit time, no appreciable charging current flows into the channel, so δI is independent of x. Integrating from source to drain,

LδI = Wμ[QδV]₀ᴸ + ∫₀ᴸ i dx.

The end potentials are fixed, so δV = 0 at both ends and the boundary term vanishes. Thus

δI = (1/L) ∫₀ᴸ i dx.

Slices of equal length have equal weight, whatever the bias. In the fixed-resistor chain the weight would be dR/R, proportional to 1/Q, which overweights the drain end.

*The sum.* Squaring and averaging, the delta function removes one of the two integrals:

S = (1/L²) ∫₀ᴸ A dx = (4kTWμ/L²) ∫₀ᴸ Q dx.

Division by 4kTg₀ = 4kTWμQs/L gives

γ = (1/L) ∫₀ᴸ (Q/Qs) dx.

The noise factor is the mean channel charge divided by the source charge. It falls with drain bias because the drain removes mobile charge from the channel.

*The integral.* From the charge law, dV = −dQ/(mCox), so the steady current law gives

dx = WμQ dV/I = −[Wμ/(mCoxI)] Q dQ.

As x goes from 0 to L, Q goes from Qs to Qd. Reversing the limits removes the minus sign:

L = [Wμ/(mCoxI)] (Qs² − Qd²)/2,

∫₀ᴸ Q dx = [Wμ/(mCoxI)] (Qs³ − Qd³)/3.

The common prefactor cancels in the ratio:

γ = (2/3)(Qs³ − Qd³)/[Qs(Qs² − Qd²)] = (2/3)(1 − u³)/(1 − u²).

Both numerator and denominator contain the factor 1 − u. Removing it,

γ = (2/3)(1 + u + u²)/(1 + u).

At zero bias u = 1 and γ = (2/3)(3/2) = 1. At saturation u → 0 and γ → 2/3.

**Reading the result**

*Monotonic fall.* Differentiation gives

dγ/du = (2/3)[(1 + 2u)(1 + u) − (1 + u + u²)]/(1 + u)²
= (2/3)u(2 + u)/(1 + u)².

This is positive for u > 0. Since u decreases linearly with VDS, γ falls steadily until saturation. Its slope vanishes at u = 0, so it approaches 2/3 without a kink.

*The charge profile.* Integrating dx only as far as x gives

Q² = Qs² − (Qs² − Qd²)x/L.

At saturation Q/Qs = √(1 − x/L), whose mean is

∫₀¹ √(1 − z) dz = 2/3.

The charge vanishes at the drain, but most of the channel is still well filled. The formal field diverges at that end, so saturation is understood here as the limit u → 0. The noise integral remains finite. A drain voltage well beyond saturation needs a separate description of the region near the drain.

*The size of the error.* Subtracting the tempting result from the right one,

γ − (1 + u)/2 = [4(1 + u + u²) − 3(1 + u)²]/[6(1 + u)]
= (1 − u)²/[6(1 + u)].

The difference is of second order in the drain bias, so the first-order fall of the noise does not reveal the fault. At saturation the difference is 1/6, and the tempting noise power is 25 % below the right one.

*A direct numerical test.* A chain of 400 slices was solved from Kirchhoff's laws, with the charge in each slice set by its mean potential. The chain was then linearised and one Nyquist source was placed in each slice. Neither the charge profile nor equal weights were assumed. At five biases the weights came out equal to within one part in 10⁶, and γ agreed with the formula within 10⁻⁴:

u = 0.75: γ = 0.881; fixed resistors 0.875
u = 0.50: γ = 0.778; fixed resistors 0.750
u = 0.25: γ = 0.700; fixed resistors 0.625
u = 0: γ = 0.667; fixed resistors 0.500

*Another reference conductance.* At saturation VDS = Vov/m, and the current is

Isat = WμCoxVov²/(2mL).

Its derivative with respect to Vov, at fixed m, is the transconductance gm = g₀/m. The same noise can therefore be written as 4kT(2m/3)gm. The factor 2/3 belongs to g₀; it also applies to gm if m = 1.

**A second limit: diffusion**

Drift alone is insufficient when the overdrive is not large compared with mkT/e. Drift and diffusion together are described by the electron quasi-Fermi potential φ, measured so that it rises from 0 to VDS:

I = WμQ dφ/dx.

For non-degenerate carriers in a sheet of fixed thickness, so that Q varies as exp[e(ψs − φ)/kT] with ψs the surface potential, and the same linear relation between charge and surface potential,

dφ = −[1/(mCox) + kT/(eQ)] dQ.

The earlier noise derivation holds with V replaced by φ, since it used no particular form of Q(V). Again γ is the mean charge divided by Qs, now with dx = WμQ dφ/I. For negligible drain charge, set y = Q/Qs and δ = mkT/(eVov), where Vov now stands for Qs/Cox. Then

γ = ∫₀¹ (y² + δy) dy / ∫₀¹ (y + δ) dy = (1/3 + δ/2)/(1/2 + δ).

For δ → 0 this returns 2/3. For δ → ∞, the weak-inversion limit, it gives 1/2. There the current is pure diffusion, the charge falls linearly to zero, and I = g₀kT/e. Consequently

S = 4kT(1/2)g₀ = 2kTg₀ = 2eI,

which is full shot noise. The value 1/2 from the tempting solution is thus correct in a different regime, for a different reason.

**The silicon device**

Take these rough typical values: T = 300 K, W = 100 µm, L = 10 µm, an oxide 10 nm thick, μ = 500 cm²/Vs, acceptor doping 5×10¹⁶ cm⁻³ and Vov = 1.0 V. The oxide capacitance is 0.3453 µF/cm², so Qs = 0.3453 µC/cm².

The depletion charge at the source is 0.1151 µC/cm² for a band bending of 0.7975 V. This is the threshold value, twice the bulk Fermi potential; a classical inversion layer holding the full charge Qs needs about 0.96 V, which would lower m below to about 1.19. It varies as the square root of the band bending, so its slope is the charge divided by twice the band bending. Relative to Cox, this slope gives

m = 1 + 0.1151/(2 × 0.7975 × 0.3453) = 1.209.

The zero-bias conductance is

g₀ = 500 × 0.3453×10⁻⁶ × (100/10) S = 1.727 mS.

Saturation begins at VDS = 1.0/1.209 = 0.827 V, with current

Isat = 1.727 × 1.0/(2 × 1.209) mA = 0.714 mA.

At zero bias 4kTg₀ = 28.6 pA²/Hz, or 5.35 pA/√Hz. At saturation

S = (2/3) × 28.6 = 19.1 pA²/Hz,

or 4.37 pA/√Hz. The power falls by one third and the amplitude by about 18 %. Relative to gm = 1.43 mS, the saturation noise factor is 2m/3 = 0.806. This figure assumes a constant m. With the full square-root law for the depletion charge, gm is 1.47 mS and the factor is about 0.78.

**What the model leaves out**

The following are separate rough estimates at saturation. Percentages are changes relative to γ = 2/3, and the estimates are not a combined device simulation.

*Velocity saturation* gives a correction that depends strongly on the assumed velocity law. With the simple law used here it is the largest one found at 300 K. Let the drift velocity be μE/(1 + E/Ec), with E = dV/dx. For a saturation velocity of 10⁷ cm/s, Ec = 10⁷/500 = 2×10⁴ V/cm. Including the source i, the current law is

(I + δI − i)(1 + E/Ec) = WμQE,

where Q and E include their fluctuations. To first order,

(δI − i)(1 + E/Ec) = d[(WμQ − I/Ec)δV]/dx.

Integration with fixed ends gives

δI(L + VDS/Ec) = ∫₀ᴸ i(1 + E/Ec) dx.

Assume that the local source is still thermal, with mobility μ/(1 + E/Ec). Squaring leaves one factor 1 + E/Ec:

S = 4kTWμ ∫₀ᴸ Q(1 + E/Ec) dx/(L + VDS/Ec)².

The steady law gives (1 + E/Ec)dx = WμQ dV/I, and its integral gives I(L + VDS/Ec) = Wμ∫Q dV. Substituting both,

S = 4kTWμ ∫Q²dV/[(L + VDS/Ec)∫Q dV].

For constant mobility the same expression holds without VDS/Ec. At the same VDS, therefore, γ is the constant-mobility value divided by 1 + VDS/(LEc). Here LEc = 20 V, so the divisor is about 1.04. Evaluated at the current maximum, which lies slightly below 0.827 V, γ is 0.641, a change of −3.9 %. In this law the mobility falls linearly with field even at low field. With the other common form, μE/√(1 + (E/Ec)²), the fall is quadratic at low field, and the change just before saturation is only about −0.4 %. Both figures also depend on the assumed source. If its mobility is the differential one, dv/dE, they become −6.7 % and −0.6 %. The −3.9 % is therefore not a firm prediction for a real device.

*Mobility variation* acts the other way. The field normal to the oxide weakens towards the drain. If mobility varies as the −0.3 power of (depletion charge + Q/2)/(silicon permittivity), a rough law, it is 1.16 times higher at the drain than at the source. Replacing WμQ by a general g(V) throughout the derivation gives

γ = ∫g²dV/[g(0)∫g dV],

and the result changes by +2.2 %. Keeping the square-root law for the depletion charge, instead of a constant m, changes it by −0.5 %.

*Diffusion* has δ = 1.209 × 0.02585/1.0 = 0.031 and changes γ by −1.5 %. In a classical inversion layer of varying thickness the term kT/(eQ) is about 1.4 times larger at the source, but γ is little affected: together with the square-root depletion law the change is −1.9 %, against −2.0 % from adding the two separate estimates. Degeneracy is slight at 300 K. With all valleys and subbands filled self-consistently, the diffusion-to-mobility ratio at the source is only about 1.07 times kT/e. Placing every electron in the lowest subband of the twofold valley pair overstates it and gives about 1.3. Using that ratio along the whole channel makes the change −1.9 %, but this overstates the effect, because the ratio falls to one as the channel empties towards the drain. With the local ratio the change remains about −1.5 %.

*Carrier heating* raises the local noise temperature to Te. A simple energy balance is k(Te − T) = eμE²τ, with a rough relaxation time τ = 0.3 ps. At saturation the charge profile gives E = Vov/[2mL√(1 − x/L)]. The added noise factor is

Δγ = (1/L)∫₀ᴸ (Q/Qs)(Te/T − 1) dx
= [eμτ/(kT)] [Vov/(2mL)]² ∫₀¹ dz/√(1 − z).

The last integral is 2. The correction is +0.3 % at 300 K. At 77 K, with a mobility of 2000 cm²/Vs and the same overdrive, body factor and τ, it is +4.6 %. This second value is only indicative, because the energy balance is for a non-degenerate gas and the electrons near the source are degenerate at 77 K. The correction scales as μ/T, so cooling makes the lattice-temperature assumption less secure even in this long device. It is not the net change at 77 K: velocity saturation also grows on cooling and acts the other way. With the same saturation velocity, Ec is 5000 V/cm, and the simple velocity law above gives about −13 %. The law with quadratic fall gives only about −3 %, a value that drifts by some tenths of a percent with the closeness to saturation. With the differential mobility in the source the two values are −22 % and −6 %. These estimates do not settle even the sign of the net change.

Flicker noise limits the usable band from below. For a gate-voltage spectrum K/(CoxWLf) with K = 10⁻²⁴ V²F, a rough value that depends strongly on the process, it equals the thermal noise near 30 kHz and is 1 % of it at 3 MHz. From above, the transit scale μVsat/(2πL²), with Vsat = Vov/m, is 66 MHz. The low-frequency result therefore suits a few megahertz here. Self-heating is below 0.1 K. The oxide field is 1.3 MV/cm, so the voltage across the 10 nm oxide is 1.3 V. This is less than the barrier height of about 3.1 V, and an electron must tunnel through the whole oxide thickness. The exponent 181 in the numerical output is for a triangular barrier, which would require a larger oxide voltage. For the actual trapezoidal barrier it is multiplied by 1 − (1 − 1.33/3.1)^(3/2) = 0.57, which gives a tunnelling factor of roughly exp(−100). Tunnelling through an ideal oxide is therefore negligible.

These parameters describe a large transistor of the kind used in analogue circuits; its channel is far longer than that of a modern logic device. In shorter channels the field is higher, and the assumptions of constant mobility and lattice-temperature carriers become less secure. At the present overdrive, VDS/(LEc) would reach about one near L = 0.4 µm if the constant-mobility saturation voltage were retained. There velocity saturation is no longer a small correction, and 2/3 should not be used without a model of both transport and carrier heating. The full set of values is in the numerical output below.

Values computed for the example and the checks

```
INPUTS (rough typical Si n-channel device)
T 300 K, W 100 um, L 10 um, oxide 10 nm, Vov 1.0 V
mobility 500 cm2/Vs, doping 5.0e+16 cm^-3, ni 1e+10 cm^-3
RESULTS
thermal voltage kT/e: 25.85 mV
oxide capacitance: 0.3453 uF/cm2
surface band bending: 0.7975 V
depletion charge at source: 0.1151 uC/cm2
inversion charge at source: 0.3453 uC/cm2
body factor m: 1.209
zero-bias conductance g0: 1.727 mS
saturation voltage: 0.8272 V
saturation current: 0.7141 mA
saturation transconductance: 1.428 mS
VDS 0.000 V, u 1.00: gamma 1.0000, chain 1.0000, fixed resistors 1.0000
VDS 0.207 V, u 0.75: gamma 0.8810, chain 0.8810, fixed resistors 0.8750
VDS 0.414 V, u 0.50: gamma 0.7778, chain 0.7778, fixed resistors 0.7500
VDS 0.620 V, u 0.25: gamma 0.7000, chain 0.7000, fixed resistors 0.6250
VDS 0.827 V, u 0.00: gamma 0.6667, chain 0.6666, fixed resistors 0.5000
S_I at zero bias: 28.61 pA^2/Hz
S_I at saturation: 19.07 pA^2/Hz
noise current density, zero bias: 5.348 pA/sqrt(Hz)
noise current density, saturation: 4.367 pA/sqrt(Hz)
noise factor relative to gm: 0.8059
NEGLECTED EFFECTS AT SATURATION (separate rough estimates)
diffusion: gamma 0.6569, change -1.47 %
degenerate diffusion/mobility ratio over kT/e: 1.285
diffusion with that ratio throughout: gamma 0.6543, change -1.86 %
nonlinear depletion charge: gamma 0.6634, change -0.48 %
drain/source mobility ratio: 1.161
mobility variation: gamma 0.6810, change +2.15 %
saturation velocity used: 1e+07 cm/s
critical field Ec: 2e+04 V/cm
velocity saturation: gamma 0.6409, change -3.86 %
carrier heating, 300 K, tau 0.3 ps: gamma 0.6687, change +0.30 %
carrier heating, 77 K, 2000 cm2/Vs, tau 0.3 ps: gamma 0.6976, change +4.64 %
self-heating: 0.06311 K
test frequency: 3 MHz
flicker/thermal power at test frequency: 1.033 %
flicker corner: 30.98 kHz
transit frequency scale mu Vsat/(2 pi L^2): 65.83 MHz
oxide field: 1.333 MV/cm
oxide tunnelling exponent: 181.2
```
